# Golden-rule ladder rates and detailed balance for a Si-H oscillator, part 1

(Sections cited here and not found follow in the second part.)

## From the coupling to the rates

A vibration of mass $m$ and angular frequency $\omega$ exchanges energy with its surroundings through a force $F$ that acts on its displacement $q$. Suppose the coupling is weak, so that transition rates are quadratic in $F$. What the surroundings contribute to a rate is then a force spectrum $S$, with the dimension of force squared times time, $\mathrm{kg^2\,m^2\,s^{-3}}$. The other quantities available are $m$, $\omega$ and $\hbar$. Try a rate of the form $S\,m^{a}\hbar^{b}\omega^{c}$. Since $\hbar$ has the dimension $\mathrm{kg\,m^2\,s^{-1}}$, the powers of kilogram, metre and second give

$$
2+a+b=0,\qquad 2+2b=0,\qquad -3-b-c=-1 .
$$

The second equation gives $b=-1$, the first then gives $a=-1$, and the third gives $c=-1$. A rate must therefore have the form

$$
\Gamma=g(n)\,\frac{S}{m\hbar\omega},
$$

where $g$ is a pure number that may depend on the quantum number $n$ of the vibration.

Dimensions leave $g(n)$ open, but the classical limit suggests it. An oscillator with weak friction proportional to its velocity loses energy at a rate proportional to the energy it has. At large $n$ the energy is nearly $n\hbar\omega$, and each downward step removes $\hbar\omega$, so the net number of steps per second must grow as $n$. A symmetry supplies the rest. Because $q$ and $F$ are Hermitian, a transition and its reverse have matrix elements of equal magnitude. Upward and downward rates between the same two levels can then differ through the populations of the bath states from which they start, and in thermal equilibrium those populations are related by a Boltzmann factor. The derivation below fixes $g(n)$ for every $n$, states at which frequency $S$ is to be taken, and turns the symmetry argument into an equation.

The Hamiltonian is

$$
H=H_S+H_B+qF,\qquad H_S=\frac{p^2}{2m}+\frac{m\omega^2q^2}{2}.
$$

Here $H_B$ describes the bath, meaning all the degrees of freedom other than $q$, and $F$ is a Hermitian operator that acts on the bath alone. "Linear in displacement" restricts the power of $q$, and says nothing about how $F$ depends on the bath coordinates. It may be a sum of phonon displacements, a product of several of them, or something more complicated. For Si-H this freedom turns out to be essential. The constant $\hbar$ is kept explicit throughout, because the numbers at the end are wanted in electronvolts, nanometres and seconds.

The matrix elements of $q$ follow from the ladder operator

$$
a=\sqrt{\frac{m\omega}{2\hbar}}\left(q+\frac{ip}{m\omega}\right).
$$

With $[q,p]=i\hbar$, the product of $a^\dagger$ and $a$ is

$$
a^\dagger a=\frac{m\omega}{2\hbar}\left(q^2+\frac{p^2}{m^2\omega^2}+\frac{i[q,p]}{m\omega}\right)
=\frac{H_S}{\hbar\omega}-\frac12 .
$$

The opposite order changes the sign of the commutator term, which gives $aa^\dagger=H_S/\hbar\omega+\tfrac12$, and hence $[a,a^\dagger]=1$. Let $|n\rangle$ be a normalized eigenstate of $a^\dagger a$ with eigenvalue $n$. From $[a^\dagger a,a]=-a$ it follows that

$$
a^\dagger a\,(a|n\rangle)=(n-1)\,a|n\rangle .
$$

So $a|n\rangle$ is either zero or an eigenstate with eigenvalue $n-1$. Its squared norm is $\langle n|a^\dagger a|n\rangle=n$, which cannot be negative. Repeated lowering must therefore end, and it ends when the eigenvalue reaches zero. The eigenvalues are $n=0,1,2,\dots$, and the energies are $\varepsilon_n=\hbar\omega(n+\tfrac12)$. With the usual choice of phases,

$$
a|n\rangle=\sqrt n\,|n-1\rangle,\qquad a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle .
$$

The second relation follows in the same way from the squared norm $\langle n|aa^\dagger|n\rangle=n+1$.

Adding $a$ and $a^\dagger$ cancels the momentum, so that

$$
q=\sqrt{\frac{\hbar}{2m\omega}}\,(a+a^\dagger).
$$

The squared matrix elements between neighbouring levels are therefore

$$
|\langle n-1|q|n\rangle|^2=\frac{n\hbar}{2m\omega},\qquad
|\langle n+1|q|n\rangle|^2=\frac{(n+1)\hbar}{2m\omega},
$$

and all other matrix elements of $q$ vanish. Diagonalizing $H_S$ on a coordinate grid, without ladder operators, gives $0.5$, $1.0$ and $1.5$ for the first three values of $|\langle n-1|q|n\rangle|^2$ in units of $\hbar/m\omega$, as this formula requires.

Now let the oscillator start in level $n$ and the bath in an eigenstate $|i\rangle$ of $H_B$ with energy $E_i$. Expand the state at time $t$ in the product states $|m',f\rangle$ of the uncoupled system, where $m'$ labels the oscillator level and $f$ the bath state, and take the uncoupled phases out of the coefficients:

$$
|\psi(t)\rangle=\sum_{m',f}c_{m'f}(t)\,e^{-i(\varepsilon_{m'}+E_f)t/\hbar}\,|m',f\rangle .
$$

In the Schrödinger equation the derivative of each phase cancels the contribution of $H_S+H_B$. What remains is driven by $qF$. To first order, the coefficients on the right-hand side keep their initial values, namely one for $|n,i\rangle$ and zero for the rest. For $m'\neq n$ this gives

$$
i\hbar\,\dot c_{m'f}=q_{m'n}F_{fi}\,e^{i\Delta t/\hbar},\qquad
\Delta=\varepsilon_{m'}-\varepsilon_n+E_f-E_i .
$$

The quantity $\Delta$ is the mismatch between the final and initial uncoupled energies. Integration from zero to $t$ gives

$$
c_{m'f}(t)=-\frac{i}{\hbar}q_{m'n}F_{fi}\,\frac{e^{i\Delta t/\hbar}-1}{i\Delta/\hbar}.
$$

Since $|e^{i\theta}-1|^2=4\sin^2(\theta/2)$, the transition probability is

$$
|c_{m'f}(t)|^2=\frac{|q_{m'n}|^2|F_{fi}|^2}{\hbar^2}\,
\frac{4\sin^2(\Delta t/2\hbar)}{(\Delta/\hbar)^2}.
$$

As a function of $\Delta$, the last factor is a peak centred on zero. Its height is $t^2$ and its width is of order $2\pi\hbar/t$. To find its area, put $x=\Delta t/2\hbar$, so that $d\Delta=(2\hbar/t)\,dx$ and $\Delta/\hbar=2x/t$:

$$
\int_{-\infty}^{\infty}\!d\Delta\,\frac{4\sin^2(\Delta t/2\hbar)}{(\Delta/\hbar)^2}
=2\hbar t\int_{-\infty}^{\infty}\!dx\,\frac{\sin^2x}{x^2}=2\pi\hbar t .
$$

The peak can be replaced by $2\pi\hbar t\,\delta(\Delta)$ once it is narrow compared with the energy range over which the bath response varies. This sets a lower limit on $t$, the memory time of the bath. There are also upper limits. The time must be short enough for the initial level to remain almost fully occupied. It must also be short compared with $2\pi\hbar$ divided by the spacing of the bath levels, since otherwise the peak resolves individual levels and no constant rate exists. A bath with a continuous spectrum removes this last limit.

A bath in equilibrium at temperature $T$ occupies its eigenstates with probabilities

$$
p_i=\frac{e^{-E_i/k_BT}}{Z},\qquad Z=\sum_i e^{-E_i/k_BT}.
$$

Its density operator has no off-diagonal elements between eigenstates of $H_B$, so probabilities, and not amplitudes, are averaged over $i$. The final bath state is not observed, so probabilities are summed over $f$. Division by $t$ gives the golden rule,

$$
\Gamma_{n\to m'}=\frac{2\pi}{\hbar}|q_{m'n}|^2\sum_{i,f}p_i|F_{fi}|^2\,
\delta(E_f-E_i+\varepsilon_{m'}-\varepsilon_n).
$$

The delta function expresses energy conservation: the bath takes up what the oscillator gives away. The sum depends on the oscillator through its energy change alone. It is therefore useful to define the force spectrum

$$
S(\Omega)=2\pi\hbar\sum_{i,f}p_i|F_{fi}|^2\,\delta(E_f-E_i-\hbar\Omega),
$$

in which a positive $\Omega$ means that the bath gains the energy $\hbar\Omega$. In terms of it,

$$
\Gamma_{n\to m'}=\frac{|q_{m'n}|^2}{\hbar^2}\,S\!\left(\frac{\varepsilon_n-\varepsilon_{m'}}{\hbar}\right).
$$

This form does not yet use the harmonic levels, and it will serve again when the oscillator is anharmonic.

The same spectrum can be read as the frequency content of the fluctuating force. Let $F(t)=e^{iH_Bt/\hbar}Fe^{-iH_Bt/\hbar}$ be the force evolving under the bath alone. Inserting a complete set of bath states between the two operators gives

$$
\langle F(t)F(0)\rangle=\sum_{i,f}p_i|F_{fi}|^2e^{-i(E_f-E_i)t/\hbar}.
$$

Multiply by $e^{i\Omega t}$ and integrate over all times. Each term yields $2\pi\,\delta(\Omega-(E_f-E_i)/\hbar)$, which equals $2\pi\hbar\,\delta(E_f-E_i-\hbar\Omega)$. Hence

$$
S(\Omega)=\int_{-\infty}^{\infty}\!dt\,e^{i\Omega t}\langle F(t)F(0)\rangle .
$$

A constant part $\bar F$ of the force adds $\bar F^2$ to the correlation function and $2\pi\bar F^2\delta(\Omega)$ to the spectrum. It does not affect $S(\pm\omega)$, so the thermal mean of $F$ may be set to zero.

For a downward step the oscillator gives up $\varepsilon_n-\varepsilon_{n-1}=\hbar\omega$, and the spectrum is taken at $+\omega$. For an upward step it receives $\hbar\omega$, and the spectrum is taken at $-\omega$. With the harmonic matrix elements, one factor of $\hbar$ cancels:

$$
\Gamma_{n\to n-1}=\frac{1}{\hbar^2}\,\frac{n\hbar}{2m\omega}\,S(\omega)=n\,k_\downarrow,
\qquad k_\downarrow=\frac{S(\omega)}{2m\hbar\omega},
$$

$$
\Gamma_{n\to n+1}=(n+1)\,k_\uparrow,\qquad k_\uparrow=\frac{S(-\omega)}{2m\hbar\omega}.
$$

The number left open by the dimensional argument is $g(n)=n/2$ for downward steps. The proportionality to $n$ has two sources. The squared matrix element grows as $n$, and the equal spacing of the levels makes every step sample the bath at the same frequency. If either condition fails, so in general does the scaling.

There remains the relation between $S(-\omega)$ and $S(\omega)$. Write the definition for $-\Omega$ and exchange the names of the summation indices $i$ and $f$:

$$
S(-\Omega)=2\pi\hbar\sum_{i,f}p_f|F_{if}|^2\,\delta(E_i-E_f+\hbar\Omega).
$$

Since $F$ is Hermitian, $|F_{if}|^2=|F_{fi}|^2$. The delta function is even, so its argument may be replaced by $E_f-E_i-\hbar\Omega$. The Boltzmann probabilities satisfy

$$
p_f=p_i\,e^{-(E_f-E_i)/k_BT},
$$

and under the delta function the exponent equals $-\hbar\Omega/k_BT$ in every term. This factor can be taken out of the sum, which leaves

$$
S(-\Omega)=e^{-\hbar\Omega/k_BT}\,S(\Omega).
$$

No property of $H_B$ was used, and none of $F$ beyond its being Hermitian. The relation holds for a harmonic or an anharmonic bath and for a force of any order in the phonon coordinates. It does require that the bath be in thermal equilibrium.

For the pair of levels $n-1$ and $n$, the upward rate is $\Gamma_{n-1\to n}=n\,k_\uparrow$ and the downward rate is $n\,k_\downarrow$. The factor $n$ belongs to the pair and cancels:

$$
\frac{\Gamma_{n-1\to n}}{\Gamma_{n\to n-1}}=\frac{k_\uparrow}{k_\downarrow}=e^{-\hbar\omega/k_BT}.
$$

This is detailed balance. It compares a transition with its own reverse. The two rates that leave one given level have a different ratio, $\Gamma_{n\to n+1}/\Gamma_{n\to n-1}=[(n+1)/n]\,e^{-\hbar\omega/k_BT}$.

At low temperature $k_\uparrow$ vanishes, while $k_\downarrow$ tends to the rate of spontaneous emission into the bath. When $k_BT\gg\hbar\omega$ the ratio approaches one, and upward and downward steps become nearly equally likely.

For a harmonic vibration coupled linearly in its displacement to a bath in equilibrium, the downward and upward rates are now known to be $nk_\downarrow$ and $(n+1)k_\uparrow$, with $k_\uparrow/k_\downarrow=e^{-\hbar\omega/k_BT}$. It remains to test these rates against the full Schrödinger equation, to follow the level populations, and to apply the model to the Si-H bond and find its limits.
